**Exchange spin scaling of a tau-dependent functional, with TPSS exchange and the Mn atom**

The program tests that spin-polarized exchange is the sum over spins s of ½∫e(2n_s, 4g_s, 2t_s), where n_s is the spin density, g_s its squared gradient, t_s the kinetic energy density with its factor ½, and e the unpolarized energy density. It asserts that the per-spin variables p_s, z_s and alpha_s, which carry 6π² in place of 3π² in p_s and alpha_s, reproduce libxc energies and first derivatives at random points. It also asserts the first-derivative factors 1, 2, 1, the second-derivative factors (by finite differences of libxc derivatives), and the absence of cross-spin terms. Further assertions cover the scaling relation for determinant exchange energies of Mn, alpha_s = 1 within 0.5% for a plane-wave sum of one spin, and the exchange energy of a one-electron exponential density. The formula for the change of energy with a 4s orbital is asserted against a finite difference. For Mn with Hartree-Fock orbitals, the output gives −51.077 hartree for TPSS exchange and −50.996 hartree for exact exchange. It also lists the energy shifts caused by three faulty scalings.

## Check in Python

```python
"""
Result under test: exchange spin scaling of a tau-dependent functional,
  E_x[up,dn] = sum_s (1/2) Int e(2 n_s, 4 g_s, 2 t_s)
             = sum_s Int 2^(1/3) A n_s^(4/3) F(p_s, z_s, a_s),
  p_s = g_s / (4 (6 pi^2)^(2/3) n_s^(8/3)),   z_s = g_s / (8 n_s t_s),
  a_s = (t_s - g_s/(8 n_s)) / (0.3 (6 pi^2)^(2/3) n_s^(5/3)),
and its derivatives, which are 1, 2, 1 times those of e at doubled arguments.
Symbols: n_s spin density, g_s = |grad n_s|^2, t_s = (1/2) sum |grad phi|^2,
A = -(3/4)(3/pi)^(1/3), F = TPSS exchange enhancement factor.
Hartree atomic units throughout.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from pyscf import gto, scf, dft
from pyscf.dft import libxc

A = -0.75 * (3 / np.pi) ** (1 / 3)
K3 = (3 * np.pi**2) ** (2 / 3)
K6 = (6 * np.pi**2) ** (2 / 3)


def build_enhancement():
    """TPSS factor F(p, z, alpha) and its three partial derivatives."""
    p, z, a = sp.symbols("p z a", real=True)
    kappa, b, c, e, mu = 0.804, 0.40, 1.59096, 1.537, 0.21951
    ge = 10 / 81
    q = 0.45 * (a - 1) / sp.sqrt(1 + b * a * (a - 1)) + 2 * p / 3
    top = ((ge + c * z**2 / (1 + z**2) ** 2) * p + 146 / 2025 * q**2
           - 73 / 405 * q * sp.sqrt((0.6 * z) ** 2 / 2 + p**2 / 2)
           + ge**2 / kappa * p**2
           + 2 * e**0.5 * ge * (0.6 * z) ** 2 + e * mu * p**3)
    x = top / (1 + e**0.5 * p) ** 2
    f = 1 + kappa - kappa / (1 + x / kappa)
    outputs = [f, sp.diff(f, p), sp.diff(f, z), sp.diff(f, a)]
    return sp.lambdify((p, z, a), outputs, "numpy", cse=True)


enhancement = build_enhancement()


def variables(n, g, t, k):
    """p, z, alpha; k = K3 for a total density, K6 for one spin density."""
    return (g / (4 * k * n ** (8 / 3)), g / (8 * n * t),
            (t - g / (8 * n)) / (0.3 * k * n ** (5 / 3)))


def unpolarized_energy(n, g, t):
    return A * n ** (4 / 3) * enhancement(*variables(n, g, t, K3))[0]


def spin_exchange(n, g, t):
    """Energy density of one spin and its derivatives in n_s, g_s, t_s."""
    p, z, a = variables(n, g, t, K6)
    f, fp, fz, fa = enhancement(p, z, a)
    pref = 2 ** (1 / 3) * A * n ** (4 / 3)
    t_unif = 0.3 * K6 * n ** (5 / 3)
    d_n = pref / n * (4 / 3 * f - 8 / 3 * p * fp - z * fz
                      + 5 / 3 * (p - a) * fa)
    d_g = pref * (fp / (4 * K6 * n ** (8 / 3)) + fz / (8 * n * t)
                  - fa / (8 * n * t_unif))
    d_t = pref * (-z * fz / t + fa / t_unif)
    return pref * f, d_n, d_g, d_t


def libxc_tpss(up, dn=None):
    """Energy density and derivatives from libxc (dn=None: unpolarized)."""
    def rows(channel, axis):
        n, g, t = channel
        out = np.zeros((6, n.size))
        out[0], out[axis], out[5] = n, np.sqrt(g), t
        return out

    size = up[0].size
    if dn is None:
        rho, spin, total = rows(up, 1), 0, up[0]
    else:
        rho = np.array([rows(up, 1), rows(dn, 2)])
        spin, total = 1, up[0] + dn[0]
    exc, vxc = libxc.eval_xc("MGGA_X_TPSS", rho, spin=spin, deriv=1)[:2]
    ders = []
    for v in (vxc[0], vxc[1], vxc[-1]):
        v = np.asarray(v)
        if v.ndim == 2 and v.shape[0] != size:
            v = v.T
        ders.append(v.reshape(size) if spin == 0 else v)
    return np.asarray(exc).reshape(size) * total, ders


# --- pointwise tests against libxc on random, admissible inputs -------------
rng = np.random.default_rng(7)


def random_channel(size):
    n = rng.uniform(0.05, 2.0, size)
    p = rng.uniform(0.1, 3.0, size)
    z = rng.uniform(0.15, 0.9, size)
    g = 4 * K6 * n ** (8 / 3) * p
    return np.array([n, g, g / (8 * n * z)])


double = np.array([2.0, 4.0, 2.0])[:, None]
up, dn = random_channel(40), random_channel(40)
e_pol, d_pol = libxc_tpss(up, dn)
mine_up, mine_dn = spin_exchange(*up), spin_exchange(*dn)
assert np.allclose(mine_up[0] + mine_dn[0], e_pol, rtol=1e-7)
for col, mine in ((0, mine_up), (1, mine_dn)):
    assert np.allclose(mine[1], d_pol[0][:, col], rtol=1e-6, atol=1e-8)
    assert np.allclose(mine[2], d_pol[1][:, 2 * col], rtol=1e-6, atol=1e-8)
    assert np.allclose(mine[3], d_pol[2][:, col], rtol=1e-6, atol=1e-8)
assert np.allclose(d_pol[1][:, 1], 0, atol=1e-12)
assert np.allclose(0.5 * unpolarized_energy(*(double * up)), mine_up[0],
                   rtol=1e-11)


def up_derivatives(u, d):
    ders = libxc_tpss(u, d)[1]
    return np.array([ders[0][:, 0], ders[1][:, 0], ders[2][:, 0]])


first_unp = np.array(libxc_tpss(double * up)[1])
first_pol = up_derivatives(up, dn)
first_factor = np.median(first_pol / first_unp, axis=1)
assert np.allclose(first_pol, np.array([1, 2, 1])[:, None] * first_unp,
                   rtol=1e-7, atol=1e-10)
assert np.allclose(first_pol, up_derivatives(up, random_channel(40)),
                   rtol=1e-9, atol=1e-12)

second_factor = np.zeros((3, 3))
for j in range(3):
    step = np.zeros_like(up)
    step[j] = 1e-4 * up[j]
    h_pol = (up_derivatives(up + step, dn)
             - up_derivatives(up - step, dn)) / (2 * step[j])
    h_unp = (np.array(libxc_tpss(double * (up + step))[1])
             - np.array(libxc_tpss(double * (up - step))[1]))
    h_unp = h_unp / (2 * double[j] * step[j])
    expected = 0.5 * double * double[j]
    assert np.allclose(h_pol, expected * h_unp, rtol=1e-5, atol=1e-7)
    second_factor[:, j] = np.median(h_pol / h_unp, axis=1)

# --- uniform gas of one spin: plane waves in a periodic unit cube -----------
m = np.arange(-26, 27)
m2 = m[:, None, None] ** 2 + m[None, :, None] ** 2 + m[None, None, :] ** 2
k2 = (2 * np.pi) ** 2 * m2[m2 < 25.3**2]
alpha_gas = variables(float(k2.size), 0.0, 0.5 * k2.sum(), K6)[2]
alpha_gas_wrong = variables(float(k2.size), 0.0, 0.5 * k2.sum(), K3)[2]
assert abs(alpha_gas - 1) < 5e-3

# --- one electron with density exp(-2r)/pi ---------------------------------
x, wx = np.polynomial.legendre.leggauss(300)
r, wr = 10 * (x + 1), 10 * wx
n1 = np.exp(-2 * r) / np.pi
shell = 4 * np.pi * r**2 * wr
hartree_pot = 1 / r - np.exp(-2 * r) * (1 + 1 / r)
one_exact = -0.5 * np.sum(shell * n1 * hartree_pot)
one_scaled = np.sum(shell * spin_exchange(n1, 4 * n1**2, n1 / 2)[0])
one_unscaled = np.sum(shell * unpolarized_energy(n1, 4 * n1**2, n1 / 2))
assert abs(one_scaled - one_exact) < 5e-4
assert abs(one_unscaled - one_exact) > 0.02

# --- Mn atom, 3d5 4s2 sextet, unrestricted Hartree-Fock ---------------------
mol = gto.M(atom="Mn 0 0 0", basis="def2-tzvp", spin=5, verbose=0)
ao_l = np.concatenate([
    np.full((2 * mol.bas_angular(i) + 1) * mol.bas_nctr(i), mol.bas_angular(i))
    for i in range(mol.nbas)])
shell_filling = ({0: 4, 1: 6, 2: 5}, {0: 4, 1: 6})


def orbital_l(coeff):
    weights = [np.sum(coeff[ao_l == l] ** 2, axis=0)
               for l in range(ao_l.max() + 1)]
    return np.argmax(weights, axis=0)


def occupy(mo_energy=None, mo_coeff=None):
    occ = np.zeros((2, mo_coeff[0].shape[1]))
    for s in range(2):
        ls = orbital_l(mo_coeff[s])
        order = np.argsort(mo_energy[s])
        for l, count in shell_filling[s].items():
            occ[s, order[ls[order] == l][:count]] = 1
    return occ


mf = scf.UHF(mol)
mf.get_occ = occupy
mf.conv_tol = 1e-10
mf.max_cycle = 100
mf.kernel()
assert mf.converged
for s in range(2):
    filled = mf.mo_occ[s] > 0
    assert mf.mo_energy[s][filled].max() < mf.mo_energy[s][~filled].min()
occupied = [mf.mo_coeff[s][:, mf.mo_occ[s] > 0] for s in range(2)]

# Exchange from the definition: <V_ee> of a determinant minus Hartree energy.
nao = mol.nao_nr()
coulomb = mol.intor("int2e").reshape(nao**2, nao**2)


def determinant_exchange(c_up, c_dn):
    c = np.hstack([c_up, c_dn])
    spin = np.array([0] * c_up.shape[1] + [1] * c_dn.shape[1])
    size = c.shape[1]
    pair = np.einsum("pi,qj->ijpq", c, c).reshape(size, size, -1)
    diag = pair[np.arange(size), np.arange(size)]
    direct = diag @ coulomb @ diag.T
    half = (pair.reshape(size**2, -1) @ coulomb).reshape(size, size, -1)
    exch = np.einsum("ijx,ijx->ij", half, pair)
    repulsion = np.triu(direct - exch * (spin[:, None] == spin), 1).sum()
    density = diag.sum(axis=0)
    return repulsion - 0.5 * density @ coulomb @ density


ex_exact = determinant_exchange(*occupied)
ex_doubled = [determinant_exchange(c, c) for c in occupied]
assert abs(ex_exact - 0.5 * sum(ex_doubled)) < 1e-8


def fields(ao, coeff):
    phi = ao @ coeff
    n = np.sum(phi[0] ** 2, axis=1)
    grad = 2 * np.sum(phi[0] * phi[1:], axis=2)
    t = 0.5 * np.sum(phi[1:] ** 2, axis=(0, 2))
    return n, grad, t


def ingredients(ao, coeff):
    n, grad, t = fields(ao, coeff)
    return n, np.sum(grad**2, axis=0), t


grids = dft.gen_grid.Grids(mol)
grids.level = 3
grids.build()
ao = np.asarray(dft.numint.eval_ao(mol, grids.coords, deriv=1))
weight = grids.weights
keep = np.ones(weight.size, dtype=bool)
for c in occupied:
    keep &= fields(ao, c)[0] > 1e-10
ao, weight = ao[:, keep], weight[keep]
chan = [ingredients(ao, c) for c in occupied]
electrons = [np.sum(weight * ch[0]) for ch in chan]
assert abs(electrons[0] - 15) < 1e-3 and abs(electrons[1] - 10) < 1e-3

ex_spin = [np.sum(weight * spin_exchange(*ch)[0]) for ch in chan]
ex_tpss = sum(ex_spin)
ex_libxc = np.sum(weight * libxc_tpss(*chan)[0])
assert abs(ex_tpss - ex_libxc) < 1e-5
assert abs(ex_tpss / ex_exact - 1) < 0.01

all_orbitals = np.hstack(occupied)
ex_total = np.sum(weight * unpolarized_energy(*ingredients(ao, all_orbitals)))
ex_tau = sum(np.sum(weight * 0.5 * unpolarized_energy(2 * n, 4 * g, t))
             for n, g, t in chan)
ex_const = sum(np.sum(weight * 2 ** (1 / 3) * A * n ** (4 / 3)
                      * enhancement(*variables(n, g, t, K3))[0])
               for n, g, t in chan)

# --- variation of the spin-up 4s orbital -----------------------------------
l_up = orbital_l(mf.mo_coeff[0])
s_index = np.where(l_up == 0)[0]
s_index = s_index[np.argsort(mf.mo_energy[0][s_index])]
c_4s, c_virtual = mf.mo_coeff[0][:, s_index[3]], mf.mo_coeff[0][:, s_index[4]]
column = int(np.sum(mf.mo_occ[0][:s_index[3]] > 0))
assert np.allclose(occupied[0][:, column], c_4s)


def energy_up(eps):
    c = occupied[0].copy()
    c[:, column] += eps * c_virtual
    return np.sum(weight * spin_exchange(*ingredients(ao, c))[0])


eps = 1e-4
slope_fd = (energy_up(eps) - energy_up(-eps)) / (2 * eps)
phi, eta = ao @ c_4s, ao @ c_virtual
grad_up = fields(ao, occupied[0])[1]
_, v_n, v_g, v_t = spin_exchange(*chan[0])
grad_product = phi[0] * eta[1:] + eta[0] * phi[1:]
part_n = np.sum(weight * v_n * 2 * phi[0] * eta[0])
part_g = np.sum(weight * v_g * 4 * np.sum(grad_up * grad_product, axis=0))
part_t = np.sum(weight * v_t * np.sum(phi[1:] * eta[1:], axis=0))
slope = part_n + part_g + part_t
assert abs(slope - slope_fd) < 1e-6

# --- values at one radius ---------------------------------------------------
radius = 1.0
directions = np.array([[0, 0, 1], [1, 0, 0], [1, 1, 1] / np.sqrt(3)])
ao_pt = np.asarray(dft.numint.eval_ao(mol, radius * directions, deriv=1))
point = [ingredients(ao_pt, c) for c in occupied]
for ch in point:
    for q in ch:
        assert np.allclose(q, q[0], rtol=1e-4)
point = [np.array([q[0] for q in ch]) for ch in point]
total_pt = np.array([q[0] for q in ingredients(ao_pt, all_orbitals)])
red = [variables(*ch, K6) for ch in point]
red_total = variables(*total_pt, K3)
for p, z, a in red:
    assert abs(a - 5 * p / 3 * (1 / z - 1)) < 1e-10
enh = [enhancement(*v) for v in red]
der = [spin_exchange(*ch) for ch in point]
unp = [libxc_tpss(double * np.tile(ch[:, None], (1, 5))) for ch in point]


def show(label, values, unit, fmt=".6f"):
    text = "  ".join(format(float(v), fmt) for v in values)
    print(f"{label}: {text} [{unit}]")


show("first-derivative factors n,g,t", first_factor, "1", ".4f")
for name, row in zip("ngt", second_factor):
    show(f"second-derivative factors {name}n,{name}g,{name}t", row, "1", ".4f")
show("one-spin uniform gas, number of plane waves", [k2.size], "1", ".0f")
show("  alpha_s with 6 pi^2", [alpha_gas], "1", ".4f")
show("  alpha_s with 3 pi^2 (wrong)", [alpha_gas_wrong], "1", ".4f")
show("one-electron exp density, exact E_x", [one_exact], "hartree")
show("  TPSS with spin scaling", [one_scaled], "hartree")
show("  TPSS without spin scaling", [one_unscaled], "hartree")
show("Mn UHF total energy", [mf.e_tot], "hartree", ".5f")
show("Mn electrons on grid, up dn", electrons, "1", ".5f")
show("Mn point radius", [radius], "bohr", ".2f")
print("Mn point values, each line: up, dn")
for i, (name, unit) in enumerate((("n_s", "bohr^-3"), ("g_s", "bohr^-8"),
                                  ("t_s", "hartree bohr^-3"))):
    show("  " + name, [ch[i] for ch in point], unit)
for i, name in enumerate(("p_s", "z_s", "alpha_s")):
    show("  " + name, [v[i] for v in red], "1")
for i, name in enumerate(("F", "dF/dp", "dF/dz", "dF/dalpha")):
    show("  " + name, [v[i] for v in enh], "1")
show("  e_s", [v[0] for v in der], "hartree bohr^-3")
for i, name in enumerate(("n", "g", "t")):
    show(f"  de_s/d{name}_s", [v[i + 1] for v in der], "a.u.")
    show(f"  de/d{name} at doubled arguments, libxc",
         [v[1][i][0] for v in unp], "a.u.")
show("Mn point, total-density p,z,alpha", red_total, "1")
ev = physical_constants["Hartree energy in eV"][0]
show("Mn exact exchange of the determinant", [ex_exact], "hartree", ".5f")
show("  E_x of doubled up, doubled dn", ex_doubled, "hartree", ".5f")
show("Mn TPSS exchange, up dn parts", ex_spin, "hartree", ".5f")
show("Mn TPSS exchange, spin scaled", [ex_tpss], "hartree", ".5f")
show("  same", [ex_tpss * ev], "eV", ".2f")
show("  libxc", [ex_libxc], "hartree", ".5f")
show("  minus exact exchange", [ex_tpss - ex_exact], "hartree", ".5f")
show("  change if total density used", [ex_total - ex_tpss], "hartree", ".5f")
show("  change if tau not doubled", [ex_tau - ex_tpss], "hartree", ".5f")
show("  change if 3 pi^2 kept in p_s, alpha_s", [ex_const - ex_tpss],
     "hartree", ".5f")
show("4s variation, finite difference", [slope_fd], "hartree")
show("  formula", [slope], "hartree")
show("  n, g, t parts", [part_n, part_g, part_t], "hartree")
show("  formula if factor 2 in g derivative lost",
     [part_n + part_g / 2 + part_t], "hartree")
print("all tests passed")
```

Output:

```
first-derivative factors n,g,t: 1.0000  2.0000  1.0000 [1]
second-derivative factors nn,ng,nt: 2.0000  4.0000  2.0000 [1]
second-derivative factors gn,gg,gt: 4.0000  8.0000  4.0000 [1]
second-derivative factors tn,tg,tt: 2.0000  4.0000  2.0000 [1]
one-spin uniform gas, number of plane waves: 67715 [1]
  alpha_s with 6 pi^2: 1.0000 [1]
  alpha_s with 3 pi^2 (wrong): 1.5874 [1]
one-electron exp density, exact E_x: -0.312500 [hartree]
  TPSS with spin scaling: -0.312500 [hartree]
  TPSS without spin scaling: -0.253425 [hartree]
Mn UHF total energy: -1149.84667 [hartree]
Mn electrons on grid, up dn: 15.00000  10.00000 [1]
Mn point radius: 1.00 [bohr]
Mn point values, each line: up, dn
  n_s: 0.613382  0.311950 [bohr^-3]
  g_s: 4.618373  1.622957 [bohr^-8]
  t_s: 2.137713  0.902499 [hartree bohr^-3]
  p_s: 0.279799  0.596651 [1]
  z_s: 0.440269  0.720586 [1]
  alpha_s: 0.592863  0.385596 [1]
  F: 1.063759  1.116804 [1]
  dF/dp: 0.077423  0.051041 [1]
  dF/dz: 0.132274  0.082447 [1]
  dF/dalpha: -0.011233  -0.008679 [1]
  e_s: -0.515877  -0.219863 [hartree bohr^-3]
  de_s/dn_s: -1.034301  -0.849066 [a.u.]
  de/dn at doubled arguments, libxc: -1.034301  -0.849066 [a.u.]
  de_s/dg_s: -0.008940  -0.011948 [a.u.]
  de/dg at doubled arguments, libxc: -0.004470  -0.005974 [a.u.]
  de_s/dt_s: 0.015911  0.015572 [a.u.]
  de/dt at doubled arguments, libxc: 0.015911  0.015572 [a.u.]
Mn point, total-density p,z,alpha: 0.376425  0.520620  0.577678 [1]
Mn exact exchange of the determinant: -50.99617 [hartree]
  E_x of doubled up, doubled dn: -55.97037  -46.02197 [hartree]
Mn TPSS exchange, up dn parts: -28.04419  -23.03324 [hartree]
Mn TPSS exchange, spin scaled: -51.07743 [hartree]
  same: -1389.89 [eV]
  libxc: -51.07743 [hartree]
  minus exact exchange: -0.08126 [hartree]
  change if total density used: 0.26261 [hartree]
  change if tau not doubled: -2.22191 [hartree]
  change if 3 pi^2 kept in p_s, alpha_s: -0.57807 [hartree]
4s variation, finite difference: -0.242054 [hartree]
  formula: -0.242054 [hartree]
  n, g, t parts: -0.223841  -0.028250  0.010036 [hartree]
  formula if factor 2 in g derivative lost: -0.227929 [hartree]
all tests passed
```
